# Uphill Diffusion of a Uniform Component in an Ideal Ternary Alloy

## Result

Components 1, 2 and 3 form an ideal substitutional alloy. Let $x_i$ be the mole fractions, $c$ the total molar concentration, $D_i$ the intrinsic diffusivities and $g_i=dx_i/dz$ the gradients along the diffusion direction $z$. Where component 1 is uniform, $g_1=0$, its flux in the laboratory frame is

$$
J_1=c\,x_1\,(D_2-D_3)\,g_2 .
$$

Component 1 drifts towards the side rich in the faster of its two partners. Its flux relative to the crystal lattice is zero at that moment: the moving lattice carries it.

With $g_1=0$ there is no hill to climb yet. The flux is uphill, that is, directed towards larger $x_1$, wherever it has since built a gradient of component 1 that rises in the direction of flow.

## Assumptions and lattice-frame fluxes

The three partial molar volumes are equal, so $c$ is constant. Vacancies are scarce and are kept at equilibrium by sources and sinks, so lattice planes can be created and removed. Cross mobilities are neglected.

In an ideal alloy the chemical potentials are $\mu_i=\mu_i^\circ+RT\ln x_i$, so $d\mu_i/dz=RT\,g_i/x_i$. With mobility $M_i$, the flux relative to the lattice is

$$
j_i=-c\,x_iM_i\frac{d\mu_i}{dz}=-c\,x_iM_i\,\frac{RT}{x_i}\,g_i=-c\,D_i\,g_i,\qquad D_i=RT\,M_i .
$$

Each component moves down its own gradient in this frame, and $g_1=0$ gives $j_1=0$.

## The lattice velocity and the flux

The three $j_i$ need not add to zero, because vacancies carry the balance. If more atoms leave a region than enter it, lattice planes disappear there and the lattice moves. Let $v$ be its velocity in the laboratory, where the distant ends of the sample are at rest. Adding the convection of each component gives

$$
J_i=j_i+c\,x_i\,v .
$$

With equal molar volumes, no net volume flux means $J_1+J_2+J_3=0$. Since $\sum x_i=1$,

$$
0=-c\sum_k D_kg_k+c\,v\quad\Longrightarrow\quad v=\sum_k D_kg_k .
$$

Therefore

$$
J_i=-c\,D_ig_i+c\,x_i\sum_kD_kg_k .
$$

Differentiating $x_1+x_2+x_3=1$ gives $g_1+g_2+g_3=0$. If $g_1=0$, then $g_3=-g_2$, the velocity is $v=(D_2-D_3)g_2$, and the stated flux follows.

The flux vanishes if $x_1=0$, if $D_2=D_3$, or if $g_2=0$. It does not contain $D_1$. When 2 and 3 are both dilute, $x_1\to1$ and $J_1\to c(D_2-D_3)g_2$: the solvent then simply replaces the net volume carried by the two solutes.

The formula was checked by counting atoms. Cells attached to the lattice exchanged atoms by the $j_i$ alone, and each cell took the thickness required by its content, so $v$ was never prescribed. The profile was $x_1=0.4$, $x_2=0.3+0.2\tanh(z/100\ \mu\text{m})$. Component 1 was counted across three fixed laboratory planes during 10 s, for two values of $D_1$ differing by a factor of four. The largest discrepancy was $3.9\times10^{-4}$ of the largest predicted flux.

## When the flux becomes uphill

Now let $g_1$ be nonzero and eliminate $g_3=-g_1-g_2$. The velocity becomes

$$
v=(D_1-D_3)g_1+(D_2-D_3)g_2 ,
$$

and the fluxes of 1 and 2 are

$$
J_1=-c(A_{11}g_1+A_{12}g_2),\qquad J_2=-c(A_{21}g_1+A_{22}g_2),
$$

$$
\begin{aligned}
A_{11}&=D_1-x_1(D_1-D_3), & A_{12}&=-x_1(D_2-D_3),\\
A_{21}&=-x_2(D_1-D_3), & A_{22}&=D_2-x_2(D_2-D_3).
\end{aligned}
$$

Take $D_2>D_3$ and $g_2>0$. Since $A_{11}=(1-x_1)D_1+x_1D_3$ is positive, component 1 flows up its own gradient for

$$
0<g_1<\frac{x_1(D_2-D_3)}{A_{11}}\,g_2 .
$$

At the upper limit the two terms cancel, and for a steeper gradient the flow is downhill. Thus $D_1$, absent from the initial flux, helps to decide how large a gradient can oppose it.

## Why this agrees with the second law

The free energy dissipated per unit volume and time is $-\sum_iJ_i\,d\mu_i/dz$. The drift contributes nothing, because

$$
\sum_i x_i\frac{d\mu_i}{dz}=RT\sum_i g_i=0 ,
$$

which is the Gibbs–Duhem relation for this case. What remains is

$$
-\sum_iJ_i\frac{d\mu_i}{dz}=-\sum_i j_i\frac{d\mu_i}{dz}=RT\,c\sum_i\frac{D_ig_i^2}{x_i}\ \ge 0 .
$$

During uphill flow the single term $-J_1\,d\mu_1/dz$ is negative, but the sum is not. The ideal alloy needs no attraction between atoms to show the effect. In the lattice frame component 1 still moves downhill.

## A diffusion couple with a small jump

Join two alloys with the same $x_1$ but with $x_2$ larger by $\Delta$ on the right, at $z>0$. For small $\Delta$ the matrix $A$ may be evaluated at the mean composition and held constant. With $\delta x_i$ the deviations from the mean, conservation $c\,\partial x_i/\partial t=-\partial J_i/\partial z$ gives

$$
\frac{\partial\,\delta x_i}{\partial t}=\sum_{k=1,2}A_{ik}\frac{\partial^2\delta x_k}{\partial z^2}.
$$

Let $p>q>0$ be the eigenvalues of $A$, and let $E_\lambda=\operatorname{erf}\!\big(z/2\sqrt{\lambda t}\big)$, which satisfies $\partial_tE_\lambda=\lambda\,\partial_z^2E_\lambda$. Component 1 has no jump, so try

$$
\delta x_1=\alpha(E_p-E_q),\qquad \delta x_2=\beta E_p+\gamma E_q .
$$

Matching the coefficients of $\partial_z^2E_p$ and $\partial_z^2E_q$ in the first equation gives

$$
\alpha p=A_{11}\alpha+A_{12}\beta,\qquad -\alpha q=-A_{11}\alpha+A_{12}\gamma .
$$

Hence $\beta=\alpha(p-A_{11})/A_{12}$ and $\gamma=\alpha(A_{11}-q)/A_{12}$. The second equation is then satisfied because both eigenvalues obey $(\lambda-A_{11})(\lambda-A_{22})=A_{12}A_{21}$. Far to the right $\delta x_2=\Delta/2$, so $\beta+\gamma=\alpha(p-q)/A_{12}=\Delta/2$. This fixes $\alpha$:

$$
\delta x_1=\frac{A_{12}\,\Delta}{2(p-q)}\,(E_p-E_q).
$$

For $D_2>D_3$ and $\Delta>0$, $A_{12}$ is negative. For $z>0$ the bracket is also negative, because $p>q$ makes $E_p$ the smaller function. Component 1 therefore has a peak on the right and an equal dip on the left.

At an extremum $\partial_zE_p=\partial_zE_q$, or

$$
\frac{e^{-z^2/4pt}}{\sqrt p}=\frac{e^{-z^2/4qt}}{\sqrt q}.
$$

Taking logarithms,

$$
\frac{z^2}{4t}\left(\frac1q-\frac1p\right)=\frac12\ln\frac pq
\quad\Longrightarrow\quad
z_*^2=\frac{2t\,pq}{p-q}\ln\frac pq .
$$

The amount carried across $z=0$, expressed as a thickness of pure component 1, is $W=\int_0^\infty\delta x_1\,dz$. Since $\int_0^\infty(1-E_\lambda)\,dz=2\sqrt{\lambda t/\pi}$,

$$
W=-\frac{A_{12}\Delta}{2(p-q)}\,\frac{2\sqrt t\,(\sqrt p-\sqrt q)}{\sqrt\pi}
=\frac{x_1(D_2-D_3)\,\Delta\,\sqrt t}{\sqrt\pi\,(\sqrt p+\sqrt q)} .
$$

For $\Delta=0.002$ and the mean composition and diffusivities of the example below, the lattice-cell calculation agreed with this profile to $5.7\times10^{-4}$ of the peak height, and with $W$ to a relative $1.0\times10^{-4}$.

## Where in the couple the flow is uphill

The profile depends on $z$ and $t$ through $\xi=z/\sqrt t$ alone. Write $\delta x_1=u(\xi)$ and $F(\xi)=\int_\xi^\infty u\,d\xi'$. The excess of component 1 to the right of $z$ is $\sqrt t\,F(\xi)$ per unit area, in units of $c$. Its rate of increase at fixed $z$ is the flux through $z$:

$$
\frac{J_1}{c}=\frac{1}{2\sqrt t}\,(F-\xi F')=\frac{1}{2\sqrt t}\,(F+\xi u),
$$

because $F'=-u$. For $\xi>0$ both $F$ and $u$ are positive, so $J_1>0$. Since $u$ is odd, $F$ is even and $J_1$ has the same value at $-z$. The flux therefore points to the right throughout the small-jump solution. Between the dip and the peak $g_1>0$ and the flow is uphill; outside them $g_1<0$ and it is downhill.

If $D_2=D_3$, then $A_{12}=0$ and a uniform $x_1$ stays uniform, even when $D_1$ is different. In a control calculation with this equality and a jump of 0.4 in $x_2$, $x_1$ changed by no more than $2.2\times10^{-16}$, which is rounding error.

## Example: nickel between iron and cobalt

Take Ni as component 1, Fe as 2 and Co as 3, with

$$
D_1,\,D_2,\,D_3=5,\ 8,\ 4\ \times10^{-10}\ \text{cm}^2/\text{s},
$$

and a molar volume of 7.0 cm³/mol, so $c=0.1429$ mol/cm³. These are rough values for the regime of face-centred cubic alloys near 1300 °C, not an assessed data set. The mean composition is $(0.4,\,0.3,\,0.3)$.

**Local flux.** Let Ni be uniform and let Fe rise by 10 at.% per 100 µm, so $g_2=10$ cm⁻¹. Then

$$
v=(8-4)\times10^{-10}\times10=4.0\times10^{-9}\ \text{cm/s},
$$

$$
J_1=0.1429\times0.4\times4.0\times10^{-9}=2.29\times10^{-10}\ \text{mol/(cm}^2\,\text{s)} .
$$

In the same unit $J_2=-9.71\times10^{-10}$ and $J_3=7.43\times10^{-10}$, and the three add to zero. The uniform component carries a flux 0.235 times as large as that of iron.

**Couple.** Both sides contain 40 at.% Ni. Fe is 10 at.% on the left and 50 at.% on the right, and Co makes up the rest. The anneal lasts 100 h, or $3.6\times10^5$ s. At the mean composition $A_{11}=4.6$, $A_{12}=-1.6$, $A_{21}=-0.3$ and $A_{22}=6.8$, all in $10^{-10}$ cm²/s. The trace is 11.4 and the determinant $4.6\times6.8-1.6\times0.3=30.8$, so $p=7.0$ and $q=4.4$ in the same unit.

The small-jump formulas then give a Ni change of ±1.38 at.% at ±199 µm, and $W=4.57$ µm. A jump of 40 at.% is not small, so the couple was also solved with the full composition-dependent Darken fluxes and constant $D_i$. This gave:

- a dip to 38.67 at.% Ni near −188 µm (−187.4 µm in the limit of fine cells);
- a peak of 41.43 at.% Ni at +210 µm;
- 4.56 µm of Ni carried across $z=0$.

Halving the cell size from 10 to 5 µm moved the peak height by 0.0007 at.%. The extrema are flat, so their positions are good only to about 1 µm. The large jump makes the profile unsymmetrical, but the small-jump estimate of the transported amount remains good here. In this solution too, the flux was found to be uphill between the extrema and downhill outside them, over the tested range to 600 µm on each side and leaving out 10 µm around each extremum.

At $z=0$ after the anneal, $g_1=1.13$ cm⁻¹ and $g_2=7.23$ cm⁻¹. The Fe gradient drives $1.65\times10^{-10}$ mol/(cm² s) to the right, and the Ni gradient returns $0.74\times10^{-10}$. The net uphill flux is $0.91\times10^{-10}$. For a sharp initial step in an effectively infinite couple, both terms fall as $1/\sqrt t$, so their ratio stays fixed. Integrating such a flux over time gives $2tJ_1$, hence

$$
W=\frac{2tJ_1}{c}=\frac{2\times3.6\times10^5\times0.905\times10^{-10}}{0.1429}=4.56\times10^{-4}\ \text{cm},
$$

which is the 4.56 µm found by counting.

Inert markers placed at the original interface move with the lattice. They shift 21.8 µm towards the Fe-rich side, which loses more atoms than it gains.

## What a real alloy changes

**Non-ideality.** Add a Ni–Fe interaction energy $\Omega x_1x_2$ per mole, and let $\omega=\Omega/RT$. The excess chemical potentials are $\Omega x_2(1-x_1)$, $\Omega x_1(1-x_2)$ and $-\Omega x_1x_2$. At $g_1=0$ their gradients are $\Omega(1-x_1)g_2$, $-\Omega x_1g_2$ and $-\Omega x_1g_2$. Component 1 now also has a flux relative to the lattice, and the lattice velocity changes. Here $D_i$ still means $RT\,M_i$, which in a non-ideal alloy is no longer the full intrinsic diffusivity. Adding both contributions,

$$
J_1=c\,x_1g_2\Big\{D_2-D_3-\omega\big[(1-x_1)^2D_1+x_1x_2D_2+x_1x_3D_3\big]\Big\}.
$$

At 1573 K, $RT=13.08$ kJ/mol. Trial values $\Omega=-5$ and $+5$ kJ/mol multiply the ideal local flux by 1.31 and 0.69. A sufficiently positive $\Omega$ reverses it. Observing uphill diffusion therefore does not by itself separate the drift from a thermodynamic interaction.

**Vacancy wind.** Successive jumps of an atom are correlated, which couples the fluxes. In the random-alloy approximation, with $D_i$ now the tracer diffusivities, $f$ the correlation factor and $\bar D=\sum x_kD_k$,

$$
j_i=-c\,D_i\left[g_i+\frac{1-f}{f}\,\frac{x_i}{\bar D}\sum_kD_kg_k\right].
$$

Let $S=\sum D_kg_k=(D_2-D_3)g_2$. Summing over $i$ gives $v=S/f$, while $j_1=-c\,x_1D_1S(1-f)/(f\bar D)$. Therefore

$$
J_1=c\,x_1S\left[1+\frac{1-f}{f}\left(1-\frac{D_1}{\bar D}\right)\right].
$$

With $f=0.7815$ for the face-centred cubic lattice and $\bar D=5.6\times10^{-10}$ cm²/s, the factor is 1.030. The correction to $J_1$ is small here because $D_1$ lies close to $\bar D$. The lattice velocity itself rises by $1/f=1.28$, and in the couple of the example the marker shift grows from 21.8 to about 27.5 µm.

**Volumes and diffusivities.** With unequal partial molar volumes $V_i$, the condition of no net volume flux is $\sum V_iJ_i=0$, which gives $v=\sum V_kD_kg_k/\sum V_kx_k$. If the molar volume of Fe is 5% larger than the other two, then at the same $c$ the local flux $c\,x_1v$ rises by a factor $(1.05\times8-4)/(1.015\times4)=1.084$. If all three $D_i$ double from the Fe-poor to the Fe-rich side, keeping their stated values at 30 at.% Fe, the Ni peak becomes 41.26 instead of 41.43 at.%, while the dip deepens from 38.67 to 38.50 at.% and the amount carried across $z=0$ stays at 4.56 µm. The local formula still holds with local $D_i$.

**What to expect of the real alloy.** For the couple and anneal of the example the ideal model predicts a Ni disturbance of about 1.4 at.%, spread over a few hundred micrometres. With the trial interactions $\Omega=+5$ and $-5$ kJ/mol it becomes about 1.0 and 1.7 at.%, and $W$ becomes 3.2 and 5.8 µm. Of the effects sized here, non-ideality changes the local flux most at the mean composition, by about 30% for the trial interaction. The assumed doubling of the diffusivities has no effect there, but for the same gradients it multiplies the local flux by 0.71 at 10 at.% Fe and by 1.41 at 50 at.% Fe. A quantitative prediction therefore needs measured thermodynamic data and diffusivities for the alloy.

The model also requires working vacancy sinks. If they fail, pores can form and the assumed lattice motion is incomplete. The marker shift, 21.8 µm without and about 27.5 µm with the vacancy wind, then sets the scale of the possible pore volume per unit area; it is not a prediction of porosity. The numerical output below lists the values used.

## Calculated quantities

```
Rough inputs, regime of fcc Ni-Fe-Co; 1=Ni, 2=Fe, 3=Co
D1, D2, D3 = 5.0e-10, 8.0e-10, 4.0e-10 cm^2/s
temperature = 1573 K; anneal = 100 h
molar volume = 7.0 cm^3/mol; c = 0.1429 mol/cm^3
mean x1, x2, x3 = [0.4 0.3 0.3]
LOCAL FLUXES at mean composition, g1 = 0
g2 = 10.0 1/cm; lattice velocity = 4.00e-09 cm/s
lattice-frame j1,j2,j3 [mol/(cm^2 s)]: 0.000e+00 -1.143e-09 5.714e-10
laboratory J1,J2,J3 [mol/(cm^2 s)]: 2.286e-10 -9.714e-10 7.429e-10
J1 from formula = 2.286e-10 mol/(cm^2 s)
|J1/J2| = 0.235
TESTS
counted flux vs formula, largest error / peak flux = 3.9e-04
control D2=D3, largest change of x1 = 2.2e-16
small jump in x2 = 0.002: profile error / peak = 5.7e-04
small jump: carried-amount relative error = 1.0e-04
marker velocity law, relative error = 8.1e-05
INTERDIFFUSION MATRIX at mean composition [cm^2/s]
A11 = 4.60e-10, A12 = -1.60e-10
A21 = -3.00e-11, A22 = 6.80e-10
eigenvalues p = 7.00e-10, q = 4.40e-10
COUPLE: Ni 40 at.% on both sides
Fe left, right = 10, 50 at.%
small-jump formula: extrema at +/- 199 um
small-jump formula: Ni change = +/- 1.38 at.%
small-jump formula: Ni carried = 4.57 um
simulation: Ni dip = 38.67 at.% at -188 um
simulation: Ni peak = 41.43 at.% at 210 um
simulation: Ni carried across z=0 = 4.56 um
simulation: marker shift = 21.8 um
mesh 10 -> 5 um: peak shift = -0.0007 at.%
At z=0 after the anneal:
dx1/dz = 1.129 1/cm, dx2/dz = 7.232 1/cm
drive from Fe gradient = 1.647e-10 mol/(cm^2 s)
opposing Ni-gradient term = 7.419e-11 mol/(cm^2 s)
net uphill Ni flux = 9.050e-11 mol/(cm^2 s)
NEGLECTED EFFECTS (local J1 relative to ideal Darken J1)
vacancy wind, f = 0.7815: 1.030
RT = 13.08 kJ/mol
Ni-Fe interaction -5 kJ/mol: 1.310
Ni-Fe interaction +5 kJ/mol: 0.690
Fe molar volume 5% larger: 1.084
all D doubling across couple: Ni peak = 41.26 at.%
```
